# Does a Positive Electrode in a Plasma Form an Electron Sheath?: a numerical check

```python
"""
Result under test: a positive electrode in a plasma has a monotonic electron
sheath only if  a < mu - exp(-V/Te),  mu = sqrt(2 pi m_e / M) exp(-1/2).
a   : collecting electrode area / grounded wall area
V   : electrode bias, Vp: plasma potential, both relative to the wall
Te  : electron temperature (eV), M: ion mass, m_e: electron mass
A Bohm ion sheath needs a >= (mu - h exp(-V/Te)) / (h - mu), h = exp(-1/2).
Scaled quantities: potentials in Te/e, electron fluxes in n0 sqrt(Te/m_e).
Model: cold ions, Maxwellian electrons, common density n0, no magnetic field.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

q, me, eps0 = const.e, const.m_e, const.epsilon_0

# Inputs: rough typical values for a low-pressure argon chamber
ion_mass_u = 39.948
Te = 3.0                    # eV
Ti = 0.05                   # eV
density = 1e16              # m^-3
pressure_mtorr = 1.0
gas_temperature = 300.0     # K
radius, length = 0.15, 0.30 # m, grounded cylinder
bias, low_bias = 40.0, 10.0 # V
diameters_cm = [3.0, 6.0, 10.0]
sigma_ion = 1e-18           # m^2, ion-neutral momentum loss, rough
sigma_ionize = 1e-20        # m^2, ionization near 20 eV, rough
gamma_se = 0.1              # secondary electrons per ion, rough

M = ion_mass_u * const.atomic_mass
mass_root = np.sqrt(me / M)
h = np.exp(-0.5)
mu = np.sqrt(2 * np.pi) * mass_root * h


def electron_flux(barrier):
    """One-way Maxwellian flux over a barrier, by velocity quadrature."""
    start = np.sqrt(2 * max(barrier, 0.0))
    value, _ = quad(lambda v: v * np.exp(-(v*v - start*start) / 2),
                    start, start + 12, epsabs=1e-13, epsrel=1e-11)
    return value * np.exp(-start * start / 2) / np.sqrt(2 * np.pi)


for barrier in (0.0, 0.7, 5.0):
    formula = np.exp(-barrier) / np.sqrt(2 * np.pi)
    assert abs(electron_flux(barrier) / formula - 1) < 1e-8

# Ion flux: largest flux a quasineutral, source-free presheath can carry
peak = minimize_scalar(lambda p: -np.exp(-p) * np.sqrt(2 * p),
                       bounds=(0.01, 3), method="bounded",
                       options={"xatol": 1e-10})
assert abs(peak.x - 0.5) < 1e-5 and abs(-peak.fun - h) < 1e-9
ion_flux = -peak.fun * mass_root
assert abs(ion_flux / electron_flux(0) / mu - 1) < 1e-8

# Bohm criterion: sign of the space charge just inside an ion sheath
drop = np.linspace(0.001, 8, 4000)


def sheath_charge(speed):
    return 1 / np.sqrt(1 + 2 * drop / speed**2) - np.exp(-drop)


assert np.all(sheath_charge(1.0) > 0)
assert np.any(sheath_charge(0.9) < 0)


def balance_electron_sheath(vp, a):
    """Electron loss minus ion loss, electrode above the plasma."""
    return electron_flux(vp) + a * electron_flux(0) - ion_flux


def balance_ion_sheath(vp, a, v):
    """Electron loss minus ion loss, electrode below the plasma."""
    return (electron_flux(vp) + a * electron_flux(vp - v)
            - (1 + a) * ion_flux)


def electron_limit(v):
    return mu - np.exp(-v)


def ion_limit(v):
    return (mu - h * np.exp(-v)) / (h - mu)


def bisect_area(exists_at_high, low=0.0, high=0.1):
    """Area ratio at which a true/false property switches to true."""
    for _ in range(45):
        middle = (low + high) / 2
        if exists_at_high(middle):
            high = middle
        else:
            low = middle
    return (low + high) / 2


for v in (5.5, 7.0, bias / Te):
    # no root with 0 < vp < v once the balance is still positive at vp = v
    found = bisect_area(lambda a: balance_electron_sheath(v, a) > 0)
    assert abs(found - electron_limit(v)) < 1e-8
    found = bisect_area(lambda a: balance_ion_sheath(v + 0.5, a, v) > 0)
    assert abs(found - ion_limit(v)) < 1e-8

floating = -np.log(mu)
assert abs(brentq(lambda p: balance_electron_sheath(p, 0), 1, 12)
           - floating) < 1e-7
# below the floating value even a vanishing electrode has no electron sheath
assert balance_electron_sheath(0.98 * floating, 0.0) > 0


def vp_electron(a):
    return -np.log(mu - a)


def vp_ion(a, v):
    return np.log((1 + a * np.exp(v)) / (mu * (1 + a)))


# Worked chamber
wall_area = 2 * np.pi * radius**2 + 2 * np.pi * radius * length
disc_areas = [np.pi * (d / 200)**2 for d in diameters_cm]
ratios = [s / wall_area for s in disc_areas]
small, middle, large = ratios
v = bias / Te
assert small < electron_limit(v) < middle < ion_limit(v) < large

vp_small = brentq(lambda p: balance_electron_sheath(p, small), 1, v)
assert abs(vp_small - vp_electron(small)) < 1e-7
vp_large = brentq(lambda p: balance_ion_sheath(p, large, v), v, v + 12)
assert abs(vp_large - vp_ion(large, v)) < 1e-7 and vp_large > v + 0.5
v_low = low_bias / Te
vp_low = brentq(lambda p: balance_ion_sheath(p, small, v_low), v_low, 15)
assert abs(vp_low - vp_ion(small, v_low)) < 1e-7 and vp_low > v_low + 0.5

sound_speed = np.sqrt(q * Te / M)
thermal_speed = np.sqrt(q * Te / me)
current_unit = q * density * thermal_speed
electron_j = current_unit * electron_flux(0)
ion_j = current_unit * ion_flux
wall_limit_current = ion_j * wall_area
small_current = electron_j * disc_areas[0]
large_current = disc_areas[2] * (
    current_unit * electron_flux(vp_large - v) - ion_j)
for vp, current in ((vp_small, small_current), (vp_large, large_current)):
    wall_current = wall_area * (ion_j - current_unit * electron_flux(vp))
    assert abs(wall_current / current - 1) < 1e-6
    assert current < wall_limit_current
full_large_current = electron_j * disc_areas[2]
assert full_large_current > wall_limit_current
max_diameter = 200 * np.sqrt(electron_limit(v) * wall_area / np.pi)
least_dip = Te * np.log(middle / mu)
assert middle * electron_flux(0.99 * least_dip / Te) > ion_flux

# Electron presheath: Boltzmann ions, drifting isothermal electron fluid
tau = Ti / Te


def negative_drift_flux(phi):
    log_density = -phi / tau
    speed = np.sqrt(2 * (phi - log_density))
    return -np.exp(log_density) * speed


drift = minimize_scalar(negative_drift_flux, bounds=(1e-5, 0.1),
                        method="bounded", options={"xatol": 1e-11})
assert abs(-drift.fun - h * np.sqrt(1 + tau)) < 1e-6
drift_limit = ion_flux / (-drift.fun)
assert abs(drift_limit * np.sqrt(1 + tau) / mass_root - 1) < 1e-5

# Centre-to-edge density in a slab with ionization and ion friction
gas_density = pressure_mtorr * 1e-3 * const.torr / (const.k * gas_temperature)
free_path = 100 / (gas_density * sigma_ion)   # cm
half_width = 100 * length / 2                 # cm


def slab_width(rate, path):
    return quad(lambda u: (1 - u*u) / (rate * (1 + u*u) + u**3 / path),
                0, 1, epsabs=1e-10, limit=200)[0]


def slab_edge_density(rate, path):
    return np.exp(-quad(lambda u: (2 * rate * u + u*u / path)
                        / (rate * (1 + u*u) + u**3 / path),
                        0, 1, epsabs=1e-10, limit=200)[0])


rate = brentq(lambda r: slab_width(r, free_path) - half_width, 1e-5, 10)
edge_density = slab_edge_density(rate, free_path)
assert abs(slab_edge_density(0.1, 1e12) - 0.5) < 1e-6


def slab_equations(x, y):
    """Particle flux and momentum flux; ions are created at rest."""
    flux, momentum = y
    n = (momentum + np.sqrt(max(momentum**2 - 4 * flux**2, 0))) / 2
    return [rate * n, -flux**2 / n / free_path]


def sonic(x, y):
    return y[1] - 2 * y[0] - 1e-9


sonic.terminal = True
slab = solve_ivp(slab_equations, (0, 3 * half_width), [0.0, 1.0],
                 events=sonic, rtol=1e-9, atol=1e-11, max_step=0.05)
assert len(slab.t_events[0]) == 1
assert abs(slab.t_events[0][0] / half_width - 1) < 1e-3
assert abs(slab.y_events[0][0][1] / 2 / edge_density - 1) < 1e-3
centre_limit = mu * edge_density / h
lowest_limit = drift_limit * edge_density / h
emission_limit = mu * (1 + gamma_se)

# Child-law thickness of the electron sheath on the smallest disc
sheath_drop = bias - Te * vp_small
thickness = np.sqrt(4 * eps0 / 9 * np.sqrt(2 * q / me)
                    * sheath_drop**1.5 / electron_j)


def field(potential):
    charge_integral = quad(lambda w: 2 * w * electron_j
                           / np.sqrt(2 * q * w * w / me),
                           0, np.sqrt(potential))[0]
    return np.sqrt(2 * charge_integral / eps0)


poisson_thickness = quad(lambda w: 4 * w**3 / field(w**4),
                         0, sheath_drop**0.25)[0]
assert abs(poisson_thickness / thickness - 1) < 1e-6
disc_radius = diameters_cm[0] / 200
edge_ratio = small * (1 + thickness / disc_radius)**2
ions_per_electron = gas_density * sigma_ionize * thickness
assert edge_ratio < lowest_limit
assert emission_limit < middle
assert ions_per_electron < 0.2 * mass_root


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Argon mass", ion_mass_u, "u", 5)
show("Electron temperature", Te, "eV")
show("Ion temperature", Ti, "eV")
show("Plasma density", density * 1e-6, "cm^-3")
show("Gas pressure", pressure_mtorr, "mTorr")
show("Gas temperature", gas_temperature, "K")
show("Chamber diameter", 200 * radius, "cm")
show("Chamber length", 100 * length, "cm")
show("Grounded wall area", 1e4 * wall_area, "cm^2")
show("Electrode bias", bias, "V")
show("Ion sound speed", sound_speed / 1000, "km/s")
show("Ion current density at wall", ion_j / 10, "mA/cm^2")
show("Random electron current density", electron_j / 10, "mA/cm^2")
show("High-bias electron-sheath area limit mu", 100 * mu, "percent")
show("Same limit at the chosen bias", 100 * electron_limit(v), "percent")
show("Ion-sheath lower area limit at this bias", 100 * ion_limit(v), "percent")
show("Floating plasma potential, no electrode", Te * floating, "V")
show("Floating plasma potential over Te/e", floating, "")
show("Largest disc with electron sheath, diameter", max_diameter, "cm")
for d, s, a in zip(diameters_cm, disc_areas, ratios):
    print(f"Disc {d:g} cm: area {1e4*s:.2f} cm^2, ratio {100*a:.3f} percent")
show("Wall ion saturation current", wall_limit_current, "A")
show("3 cm disc, plasma potential", Te * vp_small, "V")
show("3 cm disc, electrode minus plasma", sheath_drop, "V")
show("3 cm disc, current", small_current, "A")
show("6 cm disc, least dip for electrons", least_dip, "eV", 3)
show("10 cm disc, plasma potential", Te * vp_large, "V")
show("10 cm disc, plasma minus electrode", Te * (vp_large - v), "V")
show("10 cm disc, net current", large_current, "A")
show("10 cm disc, current if random flux were drawn", full_large_current, "A")
show("Low bias tried on 3 cm disc", low_bias, "V")
show("3 cm disc at low bias, plasma potential", Te * vp_low, "V")
show("Area limit with drifting electron fluid", 100 * drift_limit, "percent", 3)
show("Ion-neutral cross section, rough", sigma_ion * 1e4, "cm^2", 2)
show("Ion mean free path", free_path, "cm", 2)
show("Slab edge/centre density", edge_density, "", 2)
show("Area limit for a central electrode", 100 * centre_limit, "percent", 2)
show("Limit with drift and density drop", 100 * lowest_limit, "percent", 2)
show("Secondary electrons per ion, rough", gamma_se, "", 2)
show("Area limit with secondary emission", 100 * emission_limit, "percent", 2)
show("Electron sheath thickness, 3 cm disc", 1000 * thickness, "mm", 2)
show("3 cm disc ratio with sheath edge", 100 * edge_ratio, "percent", 2)
show("Ionization cross section, rough", sigma_ionize * 1e4, "cm^2", 2)
show("Ions made per electron in sheath", ions_per_electron, "", 2)
show("Square root of electron/ion mass ratio", mass_root, "", 3)
print("every check passed")
```

Printed output:

```
Argon mass: 39.948 u
Electron temperature: 3 eV
Ion temperature: 0.05 eV
Plasma density: 1e+10 cm^-3
Gas pressure: 1 mTorr
Gas temperature: 300 K
Chamber diameter: 30 cm
Chamber length: 30 cm
Grounded wall area: 4241 cm^2
Electrode bias: 40 V
Ion sound speed: 2.692 km/s
Ion current density at wall: 0.2616 mA/cm^2
Random electron current density: 46.43 mA/cm^2
High-bias electron-sheath area limit mu: 0.5634 percent
Same limit at the chosen bias: 0.5632 percent
Ion-sheath lower area limit at this bias: 0.9374 percent
Floating plasma potential, no electrode: 15.54 V
Floating plasma potential over Te/e: 5.179
Largest disc with electron sheath, diameter: 5.515 cm
Disc 3 cm: area 7.07 cm^2, ratio 0.167 percent
Disc 6 cm: area 28.27 cm^2, ratio 0.667 percent
Disc 10 cm: area 78.54 cm^2, ratio 1.852 percent
Wall ion saturation current: 1.109 A
3 cm disc, plasma potential: 16.59 V
3 cm disc, electrode minus plasma: 23.41 V
3 cm disc, current: 0.3282 A
6 cm disc, least dip for electrons: 0.505 eV
10 cm disc, plasma potential: 43.52 V
10 cm disc, plasma minus electrode: 3.515 V
10 cm disc, net current: 1.109 A
10 cm disc, current if random flux were drawn: 3.647 A
Low bias tried on 3 cm disc: 10 V
3 cm disc at low bias, plasma potential: 15.67 V
Area limit with drifting electron fluid: 0.368 percent
Ion-neutral cross section, rough: 1e-14 cm^2
Ion mean free path: 3.1 cm
Slab edge/centre density: 0.34
Area limit for a central electrode: 0.32 percent
Limit with drift and density drop: 0.21 percent
Secondary electrons per ion, rough: 0.1
Area limit with secondary emission: 0.62 percent
Electron sheath thickness, 3 cm disc: 0.75 mm
3 cm disc ratio with sheath edge: 0.18 percent
Ionization cross section, rough: 1e-16 cm^2
Ions made per electron in sheath: 0.00024
Square root of electron/ion mass ratio: 0.00371
every check passed
```
